# Form birefringence of silicon with aligned cylindrical air pores

Suppose a 10 µm layer of porous silicon, half of it air, is assigned one refractive index from the volume average of its permittivity. For the layer worked out below, that index is 2.56. Light entering along the pores has its electric field across them, however, and then the index is 2.21. The optical thickness is wrong by 3.5 µm, more than two wavelengths at 1550 nm. The single index also predicts that one oblique pass through the layer adds no phase difference between the two polarizations, whereas at 45° incidence the layer adds about a fifth of a wave. The layer needs two permittivities, one for each field direction.

## Setting and the easy direction

Straight circular pores run along $z$ through silicon of real relative permittivity $s>1$. The pores contain air, of permittivity 1, and occupy a fraction $p$ of the volume, with $0<p<1$. The pitch is far below the wavelength in the solid. Over one pitch the phase of the wave then hardly changes, and to leading order the local field obeys the static equations

$$\nabla\times\mathbf E=0,\qquad \nabla\cdot\mathbf D=0,\qquad \mathbf D=\varepsilon(x,y)\,\mathbf E .$$

Here $\mathbf D$ is measured in units of $\varepsilon_0$. The effective permittivity relates the averages over many pores, $\langle\mathbf D\rangle=\varepsilon_{\rm eff}\langle\mathbf E\rangle$.

Take the mean field along $z$. The uniform field $\mathbf E=E_0\hat z$ has no curl. It is tangential to every pore wall, so it is continuous there, and $\nabla\cdot\mathbf D=\partial_z(\varepsilon E_0)=0$ because $\varepsilon$ does not depend on $z$. It is therefore the solution, and averaging $D_z=\varepsilon E_0$ gives the extraordinary permittivity

$$\boxed{\varepsilon_e=\langle\varepsilon\rangle=(1-p)s+p .}$$

The shape and arrangement of the pores did not enter. The limits are right: $s$ for $p\to0$ and $1$ for $p\to1$.

## One pore across the field

Now let the field lie along $x$, across a single pore of radius $a$. Write $\mathbf E=-\nabla\phi$ and use polar coordinates about the pore axis. A uniform applied field has the angular dependence $\cos\theta$, and a circular wall does not mix it with other harmonics. The solutions of Laplace's equation with this dependence are $r\cos\theta$ and $\cos\theta/r$. The second is singular on the axis and is excluded inside the pore:

$$\phi_{\rm pore}=-C\,r\cos\theta,\qquad
\phi_{\rm Si}=-A\left(r+\frac{\gamma a^2}{r}\right)\cos\theta .$$

At $r=a$ the potential is continuous, so $C=A(1+\gamma)$. The normal component $D_r=-\varepsilon\,\partial_r\phi$ is continuous too, so $C=sA(1-\gamma)$. Equating the two,

$$1+\gamma=s(1-\gamma)\;\Rightarrow\;\gamma=\frac{s-1}{s+1},\qquad
\frac{C}{A}=1+\gamma=\frac{2s}{s+1}.$$

The field in the air exceeds the applied field, by a factor that approaches 2 for large $s$. Bound charge on the pore wall produces the excess. The air contributes little to $\mathbf D$, so moving field into it lowers the effective permittivity. This is the origin of the birefringence.

## Many pores

Surround the pore by a silicon shell of outer radius $b$, with $a^2/b^2=p$, so that the coated cylinder has the porosity of the layer. The averages over it require the mean field in the shell. The $1/r$ part of the potential, $-A\gamma a^2x/r^2$, contributes

$$E_x=A\gamma a^2\left(\frac1{r^2}-\frac{2x^2}{r^4}\right)=-\frac{A\gamma a^2\cos2\theta}{r^2},$$

which vanishes when averaged over angle. The mean shell field is thus $A$, and

$$\langle E\rangle=pC+(1-p)A,\qquad \langle D\rangle=pC+(1-p)sA .$$

Insert $C=2sA/(s+1)$ and multiply numerator and denominator of the ratio by $(s+1)/A$:

$$\varepsilon_o=\frac{2ps+(1-p)s(s+1)}{2ps+(1-p)(s+1)} .$$

In the numerator take out $s$, which leaves $2p+(1-p)s+1-p$. In the denominator collect the terms in $s$. The ordinary permittivity is

$$\boxed{\varepsilon_o=s\,\frac{(1-p)s+1+p}{(1+p)s+1-p}.}$$

It remains to show that one coated cylinder can stand for a layer. Embed it in a uniform medium of permittivity $h$ and ask that the outside field stay uniform, $\phi=-E_0r\cos\theta$. Continuity of $\phi$ and $D_r$ at $r=b$ requires

$$E_0=A(1+\gamma p),\qquad hE_0=sA(1-\gamma p)
\;\Rightarrow\; h=s\,\frac{1-\gamma p}{1+\gamma p}.$$

Multiplying top and bottom by $s+1$ gives $s[(s+1)-p(s-1)]/[(s+1)+p(s-1)]$, which is the boxed $\varepsilon_o$. A coated cylinder placed in a medium of permittivity $\varepsilon_o$ therefore leaves the field outside undisturbed. More cylinders with the same ratio $a/b$, of any size, can be inserted one after another until they fill the plane. For this assemblage the formula is exact in the long-wave limit. For other patterns that are isotropic in the plane it is the Maxwell Garnett approximation, whose error is sized below for two regular lattices. Among all such patterns of equal porosity, the coated cylinders have the largest $\varepsilon_o$ (the Hashin–Shtrikman bound), so the birefringence of the others is at least as large.

Direct integration of the radial equation for the coated cylinder, at porosities 0.1, 0.5 and 0.8, reproduced $\varepsilon_o$ to within one part in a million.

**Dilute limit.** For small $p$, $\varepsilon_o\approx s(1-2\gamma p)=s-2ps(s-1)/(s+1)$, while $\varepsilon_e=s-p(s-1)$. Hence

$$\varepsilon_e-\varepsilon_o\approx p(s-1)\left[\frac{2s}{s+1}-1\right]=\frac{p(s-1)^2}{s+1}.$$

The bracket is the excess field in the pore. Well-separated pores already give a positive difference.

**Nearly empty limit.** Let $f=1-p$ be small. Then

$$\varepsilon_o=\frac{1+f(s-1)/2}{1-f(s-1)/(2s)}\approx1+f\,\frac{(s-1)(s+1)}{2s},$$

and subtracting this from $\varepsilon_e=1+f(s-1)$ leaves $f(s-1)^2/(2s)$, again positive.

## The difference at any porosity

Put $Q=(1+p)s+1-p$, the denominator of $\varepsilon_o$. Then

$$\varepsilon_eQ=(1-p^2)s^2+\left[(1-p)^2+p(1+p)\right]s+p(1-p),$$

where the bracket equals $1-p+2p^2$. Subtract $\varepsilon_oQ=(1-p)s^2+(1+p)s$. The coefficient of $s^2$ becomes $p(1-p)$, that of $s$ becomes $-2p(1-p)$, and the constant is $p(1-p)$. The three terms form a square:

$$\boxed{\varepsilon_e-\varepsilon_o=\frac{p(1-p)(s-1)^2}{(1+p)s+1-p}>0.}$$

With $n_e=\sqrt{\varepsilon_e}$ and $n_o=\sqrt{\varepsilon_o}$, the birefringence is $n_e-n_o=(\varepsilon_e-\varepsilon_o)/(n_e+n_o)$, also positive. It vanishes at both ends of the porosity range, and for weak contrast it is of second order in $s-1$.

The same result covers pores filled with a transparent liquid of permittivity $h$. The static equations are unchanged if all permittivities are divided by $h$. Replacing $s$ by $s/h$ and multiplying the result by $h$ gives

$$\varepsilon_e-\varepsilon_o=\frac{p(1-p)(s-h)^2}{(1+p)s+(1-p)h}.$$

Filling the pores reduces the birefringence as $h$ rises from 1 towards $s$, since the numerator falls and the denominator grows. It vanishes when liquid and silicon match.

## A sign that does not depend on the pattern

The formula for $\varepsilon_o$ rests on a particular assemblage, but the sign holds more widely. Consider any periodic arrangement; a random one can be represented by a large repeated cell. Let $\mathbf g=-\nabla\psi$, with $\psi$ periodic. Since $\nabla\cdot\mathbf D=0$,

$$\langle\mathbf D\cdot\mathbf g\rangle=-\langle\nabla\cdot(\psi\mathbf D)\rangle=0,$$

because the surface terms cancel on opposite sides of the cell. Let $\mathbf E$ be the true field with in-plane mean $\mathbf E_0$ along a principal direction of the effective tensor, where the permittivity is $\varepsilon_t$. The difference $\mathbf g=\mathbf E_0-\mathbf E$ is curl-free with zero mean, so it has the required form. Using $\mathbf E_0=\mathbf E+\mathbf g$,

$$\langle\varepsilon\rangle E_0^2=\langle\varepsilon|\mathbf E|^2\rangle+2\langle\mathbf D\cdot\mathbf g\rangle+\langle\varepsilon|\mathbf g|^2\rangle .$$

The middle term is zero. By the same identity, $\langle\varepsilon|\mathbf E|^2\rangle=\langle\mathbf D\cdot\mathbf E\rangle=\langle\mathbf D\rangle\cdot\mathbf E_0=\varepsilon_tE_0^2$. Therefore

$$\varepsilon_e-\varepsilon_t=\frac{\langle\varepsilon|\mathbf g|^2\rangle}{E_0^2}>0 .$$

Equality would need $\mathbf g=0$, a uniform field. Then $D_r$ would jump at the pore walls wherever the field has a normal component, which is not allowed. The permittivity along the pores thus exceeds both transverse ones.

Are the two transverse values equal? The effective tensor is symmetric: for two solutions $\mathbf E$ and $\mathbf E'$ the identity gives $\langle\mathbf E'\rangle\cdot\langle\mathbf D\rangle=\langle\varepsilon\,\mathbf E'\cdot\mathbf E\rangle$, which is unchanged when they are exchanged. It therefore has a principal direction in the plane. If the pattern repeats under a rotation by 60°, 90° or 120°, the rotated direction is also principal, with the same value. Two independent directions with one value fix that value for the whole plane. A statistically isotropic random pattern has the same property. The layer is then uniaxial.

Multipole solutions for periodic cells show both points. At $s=12.11$ and $p=0.5$ the formula gives $\varepsilon_o=4.902$. A hexagonal pattern gives 4.898, lower by 0.1%, and a square one gives 4.831, lower by 1.4%. A rectangular cell with sides in the ratio 1 to 1.1, at $p=0.3$, gives transverse values of 7.31 and 7.07 against 8.78 along the pores. That layer is biaxial, so in-plane isotropy is a real condition for having ordinary and extraordinary permittivities.

## Waves and the optic axis

Now treat the layer as a uniform crystal with permittivities $(\varepsilon_o,\varepsilon_o,\varepsilon_e)$. For a plane wave of index $n$ along the unit vector $\mathbf u=(\sin\theta,0,\cos\theta)$, Maxwell's equations give

$$n^2\left[\mathbf E-\mathbf u(\mathbf u\cdot\mathbf E)\right]=\mathbf D .$$

A field along $y$ has $n^2=\varepsilon_o$ at every angle. This is the ordinary wave. For the other wave, $\mathbf u\cdot\mathbf D=0$ puts $\mathbf D=D_0\mathbf t$ with $\mathbf t=(\cos\theta,0,-\sin\theta)$. Projecting the equation on $\mathbf t$ gives $n^2\,\mathbf t\cdot\mathbf E=D_0$. Since $E_x=D_0\cos\theta/\varepsilon_o$ and $E_z=-D_0\sin\theta/\varepsilon_e$,

$$\frac1{n^2}=\frac{\cos^2\theta}{\varepsilon_o}+\frac{\sin^2\theta}{\varepsilon_e}.$$

At $\theta=0$ both waves have index $n_o$. At any direction off the pore axis the second index is larger, and it reaches $n_e$ at 90°. The single direction with equal indices, the optic axis, is the pore direction. Because $n_e>n_o$, the birefringence is positive.

Let the pores stand normal to the surface of the layer, and let light arrive from air with $q=\sin(\text{angle of incidence})$. The tangential wavenumber, in units of the vacuum value $k_0$, stays $q$ inside. The normal component $\kappa=k_z/k_0$ follows from $\kappa^2+q^2=\varepsilon_o$ for s-polarization, where the field is normal to the plane of incidence (this label has nothing to do with the permittivity $s$). For p-polarization, multiply the index equation by $n^2$ and use $n\cos\theta=\kappa$, $n\sin\theta=q$:

$$1=\frac{\kappa_p^2}{\varepsilon_o}+\frac{q^2}{\varepsilon_e}
\;\Rightarrow\;\kappa_p=\sqrt{\varepsilon_o\left(1-\frac{q^2}{\varepsilon_e}\right)},\qquad
\kappa_s=\sqrt{\varepsilon_o-q^2}.$$

Since $\kappa_p^2-\kappa_s^2=q^2(1-\varepsilon_o/\varepsilon_e)$, the p-wave gains more phase. At normal incidence the difference is zero, and the birefringence cannot be seen there.

## How small must the pitch be?

The first correction is simplest for a field along the pores and propagation across them. The wave equation is $-\nabla^2E=k_0^2\varepsilon E$. With Fourier components labelled by the reciprocal vectors $\mathbf G$ of the pore lattice,

$$|\mathbf k+\mathbf G|^2E_{\mathbf G}=k_0^2\sum_{\mathbf G'}\varepsilon_{\mathbf G-\mathbf G'}E_{\mathbf G'} .$$

For small $k$ the components with $\mathbf G\ne0$ are driven by $E_0$, so $E_{\mathbf G}\approx k_0^2\varepsilon_{\mathbf G}E_0/G^2$. Inserting this in the equation for $\mathbf G=0$,

$$\frac{k^2}{k_0^2}\approx\varepsilon_e+k_0^2\sum_{\mathbf G\neq0}\frac{|\varepsilon_{\mathbf G}|^2}{G^2}.$$

The field is slightly stronger where the permittivity is higher, which raises the index. The correction scales as (pitch/wavelength)². For a hexagonal pattern of 20 nm pitch at 1550 nm and $p=0.5$, the formula gives 0.00273, and a plane-wave solution of the full equation gives 0.00274. The shift of $n_e$ is 0.0005. At the same wavelength, plane waves shift $n_o$ by about 0.0004 for propagation across the pores and 0.0006 along them, so the birefringence hardly changes; the retardation at 45° computed below moves by about 0.3 nm. The expansion fails once the pitch is comparable with the wavelength in the solid, where the layer diffracts and scatters.

## A mesoporous layer at 1550 nm

Take a silicon index of 3.48, so $s=12.11$, with $p=0.50$, a pitch of 20 nm and a thickness of 10 µm. In a hexagonal pattern the pore radius is 7.4 nm. The permittivities are

$$\varepsilon_e=0.5\times12.11+0.5=6.555,$$

$$\varepsilon_o=12.11\times\frac{6.055+1.5}{18.165+0.5}=4.902 .$$

The indices are $n_e=2.560$ and $n_o=2.214$, and the birefringence is 0.346. With $s$ held fixed, it is 0.279 at porosity 0.3 and 0.323 at 0.7, with a broad maximum of 0.349 near 0.55. These are values of the coated-cylinder formula, whose error for lattices grows with porosity: at 0.7 a hexagonal pattern gives 0.334 and a square one 0.42, so the height and position of the maximum depend on the pattern.

At 45° incidence $q^2=0.5$, so $\kappa_s=\sqrt{4.402}=2.0981$ and $\kappa_p=\sqrt{4.902(1-0.5/6.555)}=2.1279$. One pass through the layer gives a retardation of $10\,000\ \text{nm}\times0.0298\approx298$ nm, or 0.19 wave. Reflections between the two faces are left out; depending on the exact thickness they add up to about ±0.05 wave for a free-standing layer and ±0.03 wave on a silicon substrate. The retardation is small beside the product of thickness and birefringence because refraction keeps the p-wave close to the optic axis.

These inputs are rough typical values for mesoporous silicon etched in heavily doped (100) p-type wafers, where the pores run mainly along the surface normal. Real pores branch and have rough walls, which breaks the assumption of straight parallel cylinders. As a stand-in, tilt every pore by 20° with random azimuth and average the permittivity tensors. The mean squared axis components are $\cos^2 20^\circ$ along $z$ and $\tfrac12\sin^2 20^\circ$ along $x$, so $\varepsilon_e-\varepsilon_o$ is multiplied by $1-\tfrac32\sin^2 20^\circ=0.82$. For this assumed tilt the birefringence falls from 0.346 to about 0.29 (0.287 with this average, 0.281 if the inverse tensors are averaged instead), a larger change than the wall oxide, free holes or heating estimated below would cause. A wall oxide 1 nm thick lowers both indices by about 0.1 but the birefringence only to 0.337. In a rough Drude estimate, free holes at a full wafer doping of $5\times10^{18}$ cm⁻³ change it by about 0.001; the estimated bulk absorption of 22 cm⁻¹ would remove about 2% over 10 µm of solid silicon (empirical free-carrier fits give nearer 30 cm⁻¹, or 3%). Heating by 50 K adds about 0.001. The thinnest walls are 5 nm wide, and a simple well estimate puts the confinement energy near 0.1 eV. That raises the absorption edge, away from the 0.80 eV photon; its effect on $s$ was not computed, and a 5% drop in $s$ would lower the birefringence to 0.333, more than the oxide does. For such a layer, 0.35 is the value for straight pores in a regular hexagonal pattern; disordered pores, which were not computed, can give more. A lower measured value could come from tilted pores, but also from a porosity below 0.5 or above 0.6: at porosity 0.3 the formula gives only 0.279. The porosity must therefore be known before the pore alignment can be judged. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
silicon index (rough input): 3.48; permittivity s: 12.110
porosity: 0.50; pitch: 20 nm; wavelength: 1550 nm
pore radius, hexagonal pattern: 7.43 nm
coated-cylinder outer radius: 10.50 nm
pore field / mean shell field: 1.8474
eps_e: 6.5552; eps_o: 4.9019; difference: 1.6533
n_e: 2.5603; n_o: 2.2140; n_e - n_o: 0.3463
porosity 0.3: n_e 2.9626, n_o 2.6834, n_e-n_o 0.2792
porosity 0.7: n_e 2.0816, n_o 1.7584, n_e-n_o 0.3232
largest n_e - n_o: 0.3494 at porosity 0.552
layer thickness: 10 um; incidence: 45 deg
kz/k0: s-polarized 2.0981, p-polarized 2.1279
retardation p minus s: 298.4 nm = 0.193 waves
-- pore arrangement --
eps_o periodic: hexagonal 4.8976, square 4.8312
n_e - n_o: hexagonal 0.3473, square 0.3623
rectangular 1 x 1.1, porosity 0.3: eps_x 7.3145, eps_y 7.0660
  eps_z there: 8.7773
-- finite pitch --
shift of eps_e: waves 0.00274, formula 0.00273
shift of n_e: 0.00053
shift of n_o (plane-wave estimate): 0.00055
long-wave n_o from plane waves (slow convergence): 2.220
-- other neglected effects (rough inputs) --
wall oxide 1.0 nm, index 1.44: n_e 2.4537, n_o 2.1172
  n_e - n_o with oxide: 0.3365
pore tilt 20 deg: factor on eps_e-eps_o 0.8245
  n_e - n_o with tilt: 0.2865
holes 5e+18 cm^-3, mass 0.37 m0, mobility 60 cm2/Vs
  change of s: -0.0290; bulk absorption: 22.0 cm^-1
  n_e - n_o with holes: 0.3457
heating 50 K at dn/dT 1.8e-04 /K: n_e - n_o 0.3477
thinnest wall: 5.15 nm; pair mass: 0.15 m0
confinement energy: 0.095 eV; photon energy: 0.800 eV
```
